# Superconducting gap of two-dimensional Dirac electrons at and away from neutrality: verification in Python

```python
"""
Zero-temperature gap of two-dimensional Dirac electrons with a constant
attraction V inside the phonon shell |xi| < Omega around the Fermi level.

Density of states per spin and area: alpha*|energy|,
    alpha = cones / (2 pi (hbar v)^2).
Symbols: g = V*alpha*Omega, m = |mu|/Omega, d = gap/Omega.
Gap equation: 1/g = integral_{-1}^{1} |x+m| / (2 sqrt(x^2+d^2)) dx.

Results under test:
  m = 0         : gap only for g > 1, d = (g - 1/g)/2
  g < 1, d << m <= 1 : d = (2m/e) exp(-(1/g - 1)/m)
  m >= 1        : d = 1/sinh(1/(g m))
together with the crossover between these regimes.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar


def pair_integral(m, d):
    """Gap-equation integral by quadrature, using x = d sinh(u)."""
    end = np.arcsinh(1.0 / d)
    kink = max(-end, -np.arcsinh(m / d))
    edges = [-end, kink, 0.0, end]
    total = 0.0
    for low, high in zip(edges[:-1], edges[1:]):
        if high > low:
            total += quad(lambda u: 0.5 * abs(d * np.sinh(u) + m),
                          low, high, epsabs=1e-12, epsrel=1e-11,
                          limit=200)[0]
    return total


def closed_integral(m, d):
    """Derived closed form of the same integral."""
    if m >= 1.0:
        return m * np.arcsinh(1.0 / d)
    return (np.sqrt(1 + d * d) - np.sqrt(m * m + d * d)
            + m * np.arcsinh(m / d))


def solve_gap(g, m):
    """Root of the gap equation with the integral done by quadrature."""
    root = brentq(lambda s: pair_integral(m, np.exp(s)) - 1.0 / g,
                  -30.0, np.log(20.0), xtol=1e-13)
    return np.exp(root)


def energy(g, m, d):
    """Energy relative to the normal state, in units alpha*Omega^3."""
    def gain(x):
        return abs(x + m) * d * d / (np.sqrt(x * x + d * d) + abs(x))
    edges = sorted({-1.0, max(-1.0, -m), 0.0, 1.0})
    total = sum(quad(gain, a, b, epsabs=1e-13, epsrel=1e-11, limit=200)[0]
                for a, b in zip(edges[:-1], edges[1:]))
    return d * d / g - total


def exponential_law(g, m):
    return 2 * m / np.e * np.exp(-(1 / g - 1) / m)


def universal_ratio(t):
    """gap/|mu| close to the critical point, t = (1/g - 1)/m."""
    return brentq(lambda r: np.arcsinh(1 / r) - np.sqrt(1 + r * r) - t,
                  1e-8, 1e3, xtol=1e-14)


# Closed integral against quadrature, on both sides of m = 1
for m, d in [(0, 0.3), (0.2, 0.01), (0.6, 0.5), (1, 0.2), (2.5, 0.1)]:
    assert abs(pair_integral(m, d) - closed_integral(m, d)) < 1e-9

# Gap equation from diagonalization of the 4x4 Dirac-Bogoliubov matrix.
# Units hbar v = Omega = 1, one cone; pairing acts only inside the shell.
m_test, d_test, step = 0.3, 0.2, 0.001
k = (np.arange(1300) + 0.5) * step
angle = 2.4 * np.arange(k.size)
dirac = np.zeros((k.size, 2, 2), complex)
dirac[:, 0, 1] = k * np.exp(-1j * angle)
dirac[:, 1, 0] = k * np.exp(1j * angle)
band, state = np.linalg.eigh(dirac)
inside = (np.abs(band - m_test) < 1).astype(float)
shell = np.einsum('kan,kn,kbn->kab', state, inside, state.conj())
bdg = np.zeros((k.size, 4, 4), complex)
bdg[:, :2, :2] = dirac - m_test * np.eye(2)
bdg[:, 2:, 2:] = -(dirac - m_test * np.eye(2))
bdg[:, :2, 2:] = d_test * shell
bdg[:, 2:, :2] = d_test * shell
occupied = np.linalg.eigh(bdg)[1][:, :, :2]
anomalous = -np.einsum('kan,kan->k', occupied[:, :2, :],
                       occupied[:, 2:, :].conj()).real
pair_sum = np.sum(k * anomalous) * step / (2 * np.pi)
matrix_integral = pair_sum / (d_test / (2 * np.pi))
# Tolerance covers the midpoint error of the momentum grid
assert abs(matrix_integral - closed_integral(m_test, d_test)) < 1e-5

# Neutrality: gap above threshold, none at or below it
for g in (1.05, 1.25, 2.0):
    assert abs(solve_gap(g, 0) - (g - 1 / g) / 2) < 1e-8
for g in (0.8, 0.99, 1.0):
    for d in np.geomspace(1e-3, 5, 20):
        assert pair_integral(0, d) < 1 / g
        assert energy(g, 0, d) > 0

# The nonzero root is the energy minimum and lies below the normal state
for g, m in [(0.8, 0.5), (1.25, 0.0), (1.25, 0.3), (0.5, 1.5)]:
    best = minimize_scalar(lambda d: energy(g, m, d), bounds=(1e-4, 4),
                           method='bounded', options={'xatol': 1e-9})
    assert abs(best.x - solve_gap(g, m)) < 1e-5 and best.fun < 0

# Exponential law and its first correction
assert abs(solve_gap(0.8, 0.05) / exponential_law(0.8, 0.05) - 1) < 1e-4
d = solve_gap(0.8, 0.1)
log_error = np.log(d / exponential_law(0.8, 0.1))
predicted = -(d * d / (4 * 0.1**2)) * (1 - 2 * 0.1)
assert abs(log_error / predicted - 1) < 0.02

# Enhancement over the plain BCS formula with Fermi-level density of states
for m in (0.05, 0.1):
    plain = 2 * np.exp(-1 / (0.8 * m))
    assert abs(solve_gap(0.8, m) / plain
               / (m * np.exp(1 / m - 1)) - 1) < 2e-3

# Shell fully inside one band
for g, m in [(0.3, 2.0), (0.1, 2.0), (0.2, 1.0)]:
    assert abs(solve_gap(g, m) * np.sinh(1 / (g * m)) - 1) < 1e-8

# Linear gap at critical coupling; deviation shrinks in proportion to m
u_star = brentq(lambda u: u - 1 / np.tanh(u), 0.5, 3, xtol=1e-14)
slope = 1 / np.sinh(u_star)
deviation = [solve_gap(1.0, m) / m - slope for m in (0.01, 0.005)]
assert abs(solve_gap(1.0, 1e-4) / 1e-4 - slope) < 1e-4
assert abs(deviation[0] / deviation[1] - 2) < 0.04

# Universal crossover function on both sides of the critical coupling
for t in (-3.0, -1.0, 0.0, 1.0, 3.0):
    m = 1e-4
    ratio = solve_gap(1 / (1 + t * m), m) / m
    assert abs(ratio / universal_ratio(t) - 1) < 1e-3

# Quadratic effect of doping above threshold
g_high = 1.25
curvature = g_high * (g_high**2 + 1) / (2 * (g_high**2 - 1))
measured = (solve_gap(g_high, 0.002) - solve_gap(g_high, 0)) / 0.002**2
assert abs(measured / curvature - 1) < 2e-3

# Worked example: round model parameters
hbar_v = 0.5       # eV nm
cones = 2
omega = 0.1        # eV
alpha = cones / (2 * np.pi * hbar_v**2)
v_critical = 1 / (alpha * omega)
hbar_ev = constants.hbar / constants.e
velocity = hbar_v * 1e-9 / hbar_ev
kelvin_per_mev = 1e-3 * constants.e / constants.k


def density(mu_mev):
    """Normal-state carrier density in 1e11 per cm^2, both spins."""
    return alpha * (mu_mev * 1e-3)**2 * 1e14 / 1e11


# Count states of a periodic box to check the density-of-states prefactor
box = 20000.0      # nm
n = np.arange(-330, 331)
k_box = 2 * np.pi / box * np.hypot(n[:, None], n[None, :])
counted = 2 * cones * np.sum(hbar_v * k_box < 0.05) / box**2
assert abs(counted * 1e3 / density(50) - 1) < 2e-3

print(f"hbar*v = {hbar_v:.2f} eV nm; v = {velocity:.3e} m/s")
print(f"cones per spin = {cones}; Omega = {omega*1e3:.0f} meV")
print(f"alpha = {alpha:.4f} 1/(eV^2 nm^2)")
print(f"critical attraction V_c = {v_critical:.3f} eV nm^2")
print(f"matrix check, m={m_test}, d={d_test}: integral from matrices "
      f"{matrix_integral:.6f}, closed form "
      f"{closed_integral(m_test, d_test):.6f} (no unit)")

g_low = 0.8
print(f"g = {g_low}: V = {g_low*v_critical:.3f} eV nm^2, crossover "
      f"|mu| = {(1/g_low-1)*omega*1e3:.1f} meV")
for mu in (5, 10, 20, 25, 50, 100):
    m = mu * 1e-3 / omega
    gap = solve_gap(g_low, m) * omega * 1e3
    law = exponential_law(g_low, m) * omega * 1e3
    plain = 2 * omega * 1e3 * np.exp(-1 / (g_low * m))
    print(f"  mu={mu} meV: n={density(mu):.4f}e11 cm^-2, "
          f"lambda={g_low*m:.3f}, t={(1/g_low-1)/m:.3f}, gap={gap:.5g} meV,"
          f" exp. law={law:.5g} meV, plain BCS={plain:.4g} meV")
gap_10 = solve_gap(g_low, 0.1) * omega * 1e3
print(f"g = {g_low}, mu = 10 meV: gap/k_B = "
      f"{gap_10*kelvin_per_mev:.3f} K")
print(f"enhancement m*exp(1/m-1) at m=0.1: {0.1*np.exp(9):.1f} (no unit)")

print(f"g = 1: u = coth(u) at u = {u_star:.5f}; gap/|mu| -> {slope:.5f}")
print(f"exponential law at t=0 gives gap/|mu| = {2/np.e:.5f}")
for mu in (5, 10, 20, 50):
    gap = solve_gap(1.0, mu * 1e-3 / omega) * omega * 1e3
    print(f"  mu={mu} meV: gap={gap:.4f} meV, gap/|mu|={gap/mu:.5f}")

print(f"g = {g_high}: V = {g_high*v_critical:.3f} eV nm^2, "
      f"quadratic coefficient = {curvature:.4f} (no unit)")
neutral_gap = (g_high - 1 / g_high) / 2
for mu in (0, 2, 5, 10, 50):
    m = mu * 1e-3 / omega
    gap = solve_gap(g_high, m) * omega * 1e3
    quadratic = (neutral_gap + curvature * m * m) * omega * 1e3
    print(f"  mu={mu} meV: gap={gap:.4f} meV, "
          f"quadratic law={quadratic:.4f} meV")

for t in (-3, -1, 0, 1, 3):
    print(f"universal crossover: t={t}, gap/|mu|={universal_ratio(t):.5f}")

g_weak, mu_weak = 0.1, 200
m = mu_weak * 1e-3 / omega
gap = solve_gap(g_weak, m) * omega * 1e3
plain = 2 * omega * 1e3 * np.exp(-1 / (g_weak * m))
print(f"g = {g_weak}, mu = {mu_weak} meV: lambda={g_weak*m:.2f}, "
      f"gap={gap:.5f} meV, 2*Omega*exp(-1/lambda)={plain:.5f} meV")

print("no test failed")
```

Running it gives:

```
hbar*v = 0.50 eV nm; v = 7.596e+05 m/s
cones per spin = 2; Omega = 100 meV
alpha = 1.2732 1/(eV^2 nm^2)
critical attraction V_c = 7.854 eV nm^2
matrix check, m=0.3, d=0.2: integral from matrices 1.017678, closed form 1.017678 (no unit)
g = 0.8: V = 6.283 eV nm^2, crossover |mu| = 25.0 meV
  mu=5 meV: n=0.0318e11 cm^-2, lambda=0.040, t=5.000, gap=0.024787 meV, exp. law=0.024788 meV, plain BCS=2.778e-09 meV
  mu=10 meV: n=0.1273e11 cm^-2, lambda=0.080, t=2.500, gap=0.60351 meV, exp. law=0.60395 meV, plain BCS=0.0007453 meV
  mu=20 meV: n=0.5093e11 cm^-2, lambda=0.160, t=1.250, gap=4.1886 meV, exp. law=4.216 meV, plain BCS=0.3861 meV
  mu=25 meV: n=0.7958e11 cm^-2, lambda=0.200, t=1.000, gap=6.7071 meV, exp. law=6.7668 meV, plain BCS=1.348 meV
  mu=50 meV: n=3.1831e11 cm^-2, lambda=0.400, t=0.500, gap=22.326 meV, exp. law=22.313 meV, plain BCS=16.42 meV
  mu=100 meV: n=12.7324e11 cm^-2, lambda=0.800, t=0.250, gap=62.425 meV, exp. law=57.301 meV, plain BCS=57.3 meV
g = 0.8, mu = 10 meV: gap/k_B = 7.003 K
enhancement m*exp(1/m-1) at m=0.1: 810.3 (no unit)
g = 1: u = coth(u) at u = 1.19968; gap/|mu| -> 0.66274
exponential law at t=0 gives gap/|mu| = 0.73576
  mu=5 meV: gap=3.3447 meV, gap/|mu|=0.66894
  mu=10 meV: gap=6.7541 meV, gap/|mu|=0.67541
  mu=20 meV: gap=13.7844 meV, gap/|mu|=0.68922
  mu=50 meV: gap=36.9199 meV, gap/|mu|=0.73840
g = 1.25: V = 9.817 eV nm^2, quadratic coefficient = 2.8472 (no unit)
  mu=0 meV: gap=22.5000 meV, quadratic law=22.5000 meV
  mu=2 meV: gap=22.6133 meV, quadratic law=22.6139 meV
  mu=5 meV: gap=23.1908 meV, quadratic law=23.2118 meV
  mu=10 meV: gap=25.0626 meV, quadratic law=25.3472 meV
  mu=50 meV: gap=55.6684 meV, quadratic law=93.6806 meV
universal crossover: t=-3, gap/|mu|=3.15709
universal crossover: t=-1, gap/|mu|=1.35458
universal crossover: t=0, gap/|mu|=0.66274
universal crossover: t=1, gap/|mu|=0.26597
universal crossover: t=3, gap/|mu|=0.03662
g = 0.1, mu = 200 meV: lambda=0.20, gap=1.34765 meV, 2*Omega*exp(-1/lambda)=1.34759 meV
no test failed
```
